# Ionization Energies in IP-EOM-CCSD and GW, Compared Order by Order, part 2

We compare the pole $\omega=-I=\varepsilon_i+\lambda^2\omega_2+\lambda^3\omega_3+\dots$ of a hole $i$ in IP-EOM-CCSD, $G_0W_0$ and exact theory. Hartree atomic units; real closed-shell canonical HF orbitals; $i,\dots,n$ occupied, $a,\dots,f$ virtual; repeated indices except $i$ are summed. $H=F+\lambda V$, with $F$ the orbital-energy part and $V$ the normal-ordered interaction; $\langle pq|rs\rangle=(pr|qs)$, $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. The operator $a_i$ makes the hole, and $P_n$ projects on class $n$ (2: 2h1p, 3: 3h2p).

$$Q\equiv[V,a_i]=-\tfrac12\langle iq\|rs\rangle\{q^\dagger s\,r\}$$

$T_2=\tfrac14t^{cd}_{kl}c^\dagger d^\dagger l\,k$, $t^{cd}_{kl}=\langle cd\|kl\rangle/(\varepsilon_k+\varepsilon_l-\varepsilon_c-\varepsilon_d)$; $R_2^{(1)}=\tfrac12u^b_{kl}\,b^\dagger l\,k$, $u^b_{kl}=\langle ib\|kl\rangle/D$, $D=\varepsilon_i+\varepsilon_b-\varepsilon_k-\varepsilon_l$.

- (R1) $f\,e\,T_2|0\rangle=\tfrac12t^{ef}_{kl}\,l\,k|0\rangle$
- (R2) $m^\dagger n^\dagger T_2|0\rangle=\tfrac12t^{cd}_{mn}\,c^\dagger d^\dagger|0\rangle$
- (R3) $n^\dagger e\,T_2|0\rangle=t^{be}_{ln}\,b^\dagger l|0\rangle$

$$I_3=\langle0|a_i^\dagger Q(T_1^{(2)}+T_2^{(2)})|0\rangle+\langle0|a_i^\dagger VR_2^{(2)}|0\rangle+\langle0|a_i^\dagger VR_3^{(2)}|0\rangle.\tag{5}$$

IP-EOM-CCSD omits only the last term. $T_2^{(2)}$ has given

$$C_{pp}=\tfrac14t^{cd}_{il}\langle cd\|ef\rangle t^{ef}_{il},\qquad C_b=\tfrac14t^{cd}_{il}\langle mn\|il\rangle t^{cd}_{mn},$$
$$D_p=t^{cd}_{il}t^{ce}_{im}\langle md\|el\rangle,\qquad D_b=-t^{cd}_{il}t^{ce}_{lm}\langle md\|ei\rangle .$$

For GW, $\mu=(jb)$, $\Delta_\mu=\varepsilon_b-\varepsilon_j$, $K_{\mu\nu}=(\mu|\nu)$, $V^p_\mu=(ip|\mu)$, $\tau_{\mu\nu}=-K_{\mu\nu}/(\Delta_\mu+\Delta_\nu)$, $x_{k\mu}=\varepsilon_i-\varepsilon_k+\Delta_\mu$, $y_{a\mu}=\varepsilon_i-\varepsilon_a-\Delta_\mu$:

$$\omega_2^{GW}=2\sum\frac{(V^k_\mu)^2}{x_{k\mu}}+2\sum\frac{(V^a_\mu)^2}{y_{a\mu}},\qquad \omega_3^{GW}=T_h+T_p+2B_h+2B_p,$$
$$T_h=-4\frac{V^k_\mu}{x_{k\mu}}K_{\mu\nu}\frac{V^k_\nu}{x_{k\nu}},\qquad T_p=+4\frac{V^a_\mu}{y_{a\mu}}K_{\mu\nu}\frac{V^a_\nu}{y_{a\nu}},$$
$$B_h=4V^k_\mu\tau_{\mu\nu}\frac{V^k_\nu}{x_{k\nu}},\qquad B_p=4V^a_\mu\tau_{\mu\nu}\frac{V^a_\nu}{y_{a\nu}} .$$

These are six time orderings; the Tamm–Dancoff approximation (TDA) keeps only $T_h+T_p$. The exact and EOM-CCSD $\omega_2$ agree and add exchange to $\omega_2^{GW}$.

Section 4 treated a hole coupled by $v$ to RPA bosons (modes $X,Y$, energies $\Omega$). With $A=\Delta+2\lambda K$, $B=2\lambda K$, boson amplitude $t$ and $M=A+tB$, the stable branch obeys

$$XX^T=(1-t^2)^{-1},\qquad M=X^{-T}\Omega X^T .\tag{2}$$

A one-boson truncation loses a two-boson path containing the bra-side amplitude $L=t(1-t^2)^{-1}$. At $\omega=\varepsilon_i$ and second order in $v$, restoring it gives the GW hole branch of the self-energy $\Sigma$. For one mode with repulsive $K$, truncation overestimates that branch.

**Through $T_1^{(2)}$.** Let the singles part of $VT_2|0\rangle$ be $s^c_k\,c^\dagger k|0\rangle$. The piece $\tfrac12\langle cm\|ef\rangle c^\dagger m^\dagger f\,e$ with R1 gives $\tfrac12\langle cm\|ef\rangle t^{ef}_{km}$. The piece $\tfrac12\langle mn\|ke\rangle\{m^\dagger n^\dagger e\,k\}=-\tfrac12\langle mn\|ke\rangle k\,m^\dagger n^\dagger e$ with R3 gives $-\tfrac12\langle mn\|ke\rangle t^{ce}_{mn}$, after two more signs from $m^\dagger c^\dagger l$ and $k\,c^\dagger$. Then $t^c_k=s^c_k/(\varepsilon_k-\varepsilon_c)$. The piece $-\langle ik\|mc\rangle\,m\,k^\dagger c$ of $Q$ acts on it and yields

$$A_{ov}=\langle ik\|ic\rangle t^c_k ,$$

two diagrams, one for each term of $s$.

**Through $R_2^{(2)}$.** Here $R_2^{(2)}|0\rangle=-D^{-1}P_2(QT_2+VR_2^{(1)})|0\rangle$ and $\langle0|a_i^\dagger VP_2(-D^{-1})=\langle R_2^{(1)}|$, so $I_3\ni\langle R_2^{(1)}|QT_2+VR^{(1)}_2|0\rangle$. In $QT_2$, the piece $-\tfrac12\langle ib\|ef\rangle b^\dagger f\,e$ with R1 gives $-\tfrac14\langle ib\|ef\rangle t^{ef}_{kl}\,b^\dagger l\,k$, and the piece $-\langle in\|ke\rangle\,k\,n^\dagger e$ with R3 gives $-\langle in\|ke\rangle t^{be}_{ln}\,b^\dagger l\,k$. In $VR_2^{(1)}$, the hole–hole piece gives $\tfrac14\langle mn\|kl\rangle u^b_{mn}\,b^\dagger l\,k$; the particle–hole piece $\langle bn\|lc\rangle b^\dagger l\,n^\dagger c$, with $n^\dagger c\,R_2^{(1)}|0\rangle=u^c_{kn}k|0\rangle$, gives $\langle bn\|lc\rangle u^c_{kn}\,b^\dagger l\,k$. Reversing the sign for $\omega$,

$$C_a=\tfrac14u^b_{kl}\langle ib\|ef\rangle t^{ef}_{kl},\qquad D_a=u^b_{kl}\langle in\|ke\rangle t^{be}_{ln},$$
$$C_{hh}=-\tfrac14u^b_{kl}\langle kl\|mn\rangle u^b_{mn},\qquad D_h=-u^b_{kl}\langle bn\|lc\rangle u^c_{kn}.$$

The $C$ terms are ladders, the $D$ terms antisymmetrized rings, and $A_{ov}$ is a static term:

$$\omega_3^{\rm EOM}=C_{pp}+C_{hh}+C_a+C_b+D_p+D_h+D_a+D_b+A_{ov}.$$

**The direct rings inside $D$.** Keep in each factor the term that closes two loops, each worth a spin factor 2. In $D_a$: $(ik|bl)/x$ times $(ik|ne)$ times $\tau_{lb,ne}$, which is $B_h$. In $D_h$: $-(ik|bl)(bl|nc)(ik|cn)/xx$, which is $T_h$. In $D_p$: $(ic|ld)(ic|me)(me|dl)/yy$, which is $T_p$. In $D_b$ the external index pairs with $d$, so $t^{cd}_{il}\to-(id|lc)/y$, and the two minus signs leave $(id|lc)\,\tau_{lc,me}\,(me|di)/y$, which is $B_p$. EOM-CCSD therefore holds $T_h+T_p+B_h+B_p$, four of the six orderings. The other parts of $D$, the ladders and $A_{ov}$ have no counterpart in $G_0W_0$.

## 8. Third order: the eight terms it omits

At second order $R_3^{(2)}|0\rangle=-D_3^{-1}P_3(QT_2+VR_2^{(1)})|0\rangle$. (The products $T_2Q|0\rangle$ and $R_2V|0\rangle$ are 4h3p, and $[[F,T_2],R_2]=0$ because both contain creators only.) The bra is the adjoint of $P_3Va_i|0\rangle=a_iV|0\rangle$. In these states the hole $i$ is a spectator, its energy cancels in the gap, $D_3=\varepsilon_c+\varepsilon_d-\varepsilon_l-\varepsilon_m$, and $-D_3^{-1}a_iV|0\rangle=a_iT_2|0\rangle$. Hence

$$I_3^{\rm miss}=\langle0|T_2^\dagger a_i^\dagger\,(VR_2^{(1)}+QT_2)|0\rangle ,$$

with $T_2^\dagger$ in the role of $L$.

**First part.** Its adjoint is $\langle R_2^{(1)}|Va_iT_2|0\rangle=\langle R_2^{(1)}|QT_2+a_iVT_2|0\rangle$. The term $QT_2$ was evaluated above and gives $C_a+D_a$ in $\omega$. The other is $s^c_k\langle R_2^{(1)}|c^\dagger k\,a_i|0\rangle=s^c_ku^c_{ik}=s^c_k\langle ic\|ik\rangle/(\varepsilon_c-\varepsilon_k)=-A_{ov}$, so $+A_{ov}$ in $\omega$.

**Second part.** Two pieces of $Q$ have one annihilator. The first is $-\langle ia\|kb\rangle\,k\,a^\dagger b$; use $a_i^\dagger k=\delta_{ik}-k\,a_i^\dagger$. The $\delta$ term is $-\langle ia\|ib\rangle\rho_{ab}$ with $\rho_{ab}=\langle T_2^\dagger a^\dagger b\,T_2\rangle=\tfrac12t^{ac}_{mn}t^{bc}_{mn}$. The remainder is $+\langle ia\|kb\rangle\langle T_2^\dagger k\,a_i^\dagger a^\dagger b\,T_2\rangle$. Exchanging $a_i^\dagger$ and $a^\dagger$ costs a sign, writing $(k\,a^\dagger)^\dagger=-k^\dagger a$ costs another, and R3 on both sides gives $+\langle ia\|kb\rangle t^{da}_{mk}t^{db}_{mi}$. Renaming $m,d,b,k,a\to l,c,d,m,e$ and using $t^{cd}_{li}=-t^{cd}_{il}$, $\langle ie\|md\rangle=-\langle md\|ei\rangle$, this is $-D_b$.

The second piece is $-\tfrac12\langle ij\|kl\rangle\,l\,k\,j^\dagger$, with $a_i^\dagger l\,k=\delta_{il}k-\delta_{ik}l+l\,k\,a_i^\dagger$. The two $\delta$ terms are equal and sum to $\langle ij\|il\rangle\langle T_2^\dagger l\,j^\dagger T_2\rangle=-\langle ij\|il\rangle\rho_{jl}$, where $\rho_{jl}=-\tfrac12t^{cd}_{jm}t^{cd}_{lm}$. The remainder, by R2 on both sides, is $-\tfrac14\langle ij\|kl\rangle t^{cd}_{ij}t^{cd}_{kl}=-C_b$. With $A_{oo}=\langle ij\|il\rangle\rho_{jl}$ and $A_{vv}=\langle ia\|ib\rangle\rho_{ab}$,

$$\omega_3^{\rm exact}-\omega_3^{\rm EOM}=C_a+C_b+D_a+D_b+A_{ov}+A_{oo}+A_{vv}.\tag{6}$$

These eight diagrams share one feature: the last interaction destroys two pairs after the external hole has already been scattered. Six are time mirrors of kept terms, equal in value for real orbitals. The other two are the HF potential of the second-order density change, whose occupied and virtual blocks EOM-CCSD misses entirely. The direct rings in (6) are $B_h+B_p$, the two orderings that GW has and EOM-CCSD lacks. Adding the 3h2p space, as IP-EOM-CCSDT does, restores (6) and makes $\omega_3$ exact.

## 9. A model that leaves only the rings

In a molecule the rings cannot be read off a computed $\omega_3$, because exchange, ladder and static terms come with them. Take three copies of the orbitals and energies: a probe, which is ionized, and two baths. Keep only the integrals (probe, probe | bath $ov$), scaled by $c$, and (bath 1 $ov$ | bath 2 $ov$), scaled by $d$. Every ladder needs an $oo$ or $vv$ density on a bath line, as does $s^c_k$ for a bath pair; $A_{oo}$ and $A_{vv}$ need that or a probe–probe integral. Exchange parts of $\omega_2$ and $D$ need a pair density that mixes copies, an $oo$ or $vv$ bath density, or an integral within one bath. All of these vanish. With closed-shell baths, one loop has 4 choices and two coupled loops have 8, so $4c^2=2$ and $8c^2d=4$ fix $c^2=\tfrac12$, $d=1$ and reproduce the molecular ring sums. With spinless copies the counts are 2 and 2, so $c=1$, $d=2$. The prediction is six orderings for the exact theory and four for EOM-CCSD.

Determinant perturbation theory on the spinless form gives $\omega_3=-0.051085\,E_h$, asserted equal to the six-ordering formula within $10^{-8}\,E_h$. A standard IP-EOM-CCSD code on the closed-shell form, differentiated in $\lambda$ with step 0.07, gives $-0.038915\,E_h$ against the four-ordering value $-0.038922\,E_h$. The difference of $7\times10^{-6}\,E_h$ lies inside the asserted $10^{-5}\,E_h$ allowed for finite differences, while the two hypotheses differ by $0.0122\,E_h$.

## 10. HCl: weighing the contributions

The system is HCl at $R=2.41$ bohr in the 6-31G basis with the Cl 1s2s2p core frozen, leaving 4 occupied and 6 virtual orbitals. The hole is the $\pi$ HOMO, $\varepsilon_i=-0.479394\,E_h$. "Exact" means full configuration interaction (FCI) or its perturbation series in this orbital space. Sums of printed values can differ from printed totals by one or two units in the sixth decimal. All values are in $E_h$; the program and its output follow this text. The basis has no polarization functions, and the numbers below are not converged with respect to it. In 6-31G, cc-pVDZ and cc-pVTZ the exact $\omega_2$ is $0.0469$, $0.0276$, $0.0206$, the GW $\omega_2$ is $0.0593$, $0.0357$, $0.0250$, the exact $\omega_3$ is $-0.0197$, $-0.0076$, $-0.0087$, the GW $\omega_3$ is $-0.0511$, $-0.0363$, $-0.0368$, and $B_h+B_p$ is $-0.0122$, $-0.0073$, $-0.0068$. The shares quoted below as 76%, 61% and 95% become 80%, 79% and 85% in cc-pVDZ. The digits shown serve to check the formulas, not to describe the molecule.

**Second order.** Direct: $0.073769-0.014424=0.059345$, against $0.059344$ from numerical $G_0W_0$. Exchange: $-0.017216+0.004820=-0.012396$. The total $0.046949$ equals both the determinant and the EOM-CCSD value. GW exceeds the exact $\omega_2$ by $0.0124$, or 26% of it.

**Direct rings.** TDA: $-0.029431+0.002673=-0.026758$, equal to the numerical TDA value. Non-TDA: $B_h+B_p=-0.014745+0.002581=-0.012164$, or $-0.33$ eV. Four orderings give $-0.038922$ and six give $-0.051085$ (numerical $G_0W_0$: $-0.051084$). EOM-CCSD holds 76% of the third-order ring sum.

**Everything else at third order.** Exchange parts are $D$ minus its direct ring.

| group | kept | missing |
|---|---|---|
| direct rings | $-0.03892$ | $-0.01216$ |
| exchange parts of $D$ | $+0.05391$ | $+0.00413$ |
| ladders $C$ | $-0.02099$ | $+0.00128$ |
| static $A$ | $-0.00317$ | $-0.00379$ |
| total | $-0.00918$ | $-0.01054$ |

The exchange parts are $D_h-T_h=0.025418+0.029431=0.054849$, $D_p-T_p=-0.005074$, $D_a-B_h=0.009072$ and $D_b-B_p=-0.004940$; all four are kept and the last two are also missing once. The ladders are $0.001575-0.023847-0.000927+0.002208$ kept and $-0.000927+0.002208$ missing. The missing static terms are $-0.003172-0.016467+0.015851$. The program asserts that the kept total matches numerical EOM-CCSD ($-0.009177$) and that kept plus missing matches the determinant value ($-0.019714$).

Three features of these 6-31G numbers stand out. The terms beyond direct rings are comparable to the rings, with a net sum of opposite sign and 61% of the ring sum in magnitude: exchange reverses the sign of $D_h$, $D_p$ and $D_b$ relative to their direct parts. Of their net sum, $0.029745+0.001626=0.031371$, EOM-CCSD holds 95% and GW none. Second, the missing non-ring terms nearly cancel, to $+0.0016$, so that the EOM-CCSD third-order error of $+0.0105$ relative to exact ($0.29$ eV) is close in size to the missing rings. Part of it is structural. The matrix $\langle ip\|iq\rangle$ is positive semidefinite, being the repulsion of an antisymmetrized pair, while $\rho_{jl}$ is negative and $\rho_{ab}$ positive semidefinite with opposite traces, so $A_{oo}\le0\le A_{vv}$ always. That the two are nearly equal in size here, each near $0.016$, and that the remaining terms also nearly balance, are numerical facts about this basis that (6) does not enforce: in cc-pVDZ $A_{oo}$ and $A_{vv}$ are $-0.041$ and $+0.047$, the missing non-ring terms sum to $+0.0043$ against missing rings of $-0.0073$, and the EOM-CCSD third-order error drops to $+0.0030$. Third, the GW errors relative to exact are $+0.0124$ at second order and $-0.0314$ at third, of opposite sign and both larger than the EOM-CCSD errors of $0$ and $+0.0105$.

**Full coupling.** The ionization energies are: Koopmans $0.4794$ (13.04 eV), $G_0W_0$ with TDA screening $0.4400$ (11.97 eV), IP-EOM-CCSD $0.44365$ (12.07 eV), $G_0W_0$ $0.44822$ (12.20 eV), FCI $0.44951$ (12.23 eV). EOM-CCSD lies $0.0059$ (0.16 eV) below FCI. In this basis the sign agrees with (6), and the size is a little over half the third-order estimate. The sign does not survive a change of basis: measured against $\Delta$CCSD(T), which is within $10^{-4}$ of FCI in 6-31G, EOM-CCSD lies $0.0008$ above in cc-pVDZ, although the third-order estimate there still points below, and $0.0017$ above in cc-pVTZ. $G_0W_0$ lies only $0.0013$ below FCI although it is the worse method at both orders examined. Low-order counting does not explain this: the GW series through third order gives $-0.479394+0.059344-0.051084=-0.4711$, which is $0.023$ from the resummed $-0.4482$, whereas the exact series gives $-0.4522$ against $-0.4495$ and EOM-CCSD $-0.4416$ against $-0.4437$. The close agreement of $G_0W_0$ with FCI is specific to this basis: in cc-pVDZ and cc-pVTZ $G_0W_0$ gives $0.4555$ and $0.4692$, which is $0.0044$ and $0.0064$ above $\Delta$CCSD(T), and there EOM-CCSD ($0.4519$, $0.4645$) is the closer method.

The boson quantities show the same slow convergence of pure ring series. At $\lambda=1$ and $\omega=\varepsilon_i$ the one-boson term is $0.047615$, the two-boson path $-0.005778$, and their sum $0.041837$ equals the GW hole branch, as asserted. The lost path is 14% of that branch, with the sign of the one-mode limit, but its leading term $B_h=-0.0147$ overstates it by a factor of about 2.6. The third-order count identifies which rings are lost; it does not measure their resummed weight.

## 11. Where the statements stop holding

The all-order result of section 4 is for quasibosons, the hole branch, second order in $v$ and $\omega=\varepsilon_i$. Off shell, the two-boson resolvent depends on $\omega-\varepsilon_i=O(\lambda^2)$, which changes a third-order term at fifth order. For the particle branch only the third-order statement has been shown. Beyond third order, terms such as $\Sigma'\Sigma$ and the effect of $T_3$ enter, and the counts of ten and eight have no direct extension here.

The order counting needs the gaps $D$ to be large compared with the couplings. For inner-valence holes near 2h1p states, $u$ becomes large, the expansion in $\lambda$ loses its value, and there may be no single principal pole to follow; for satellites, which start as 2h1p states, the 3h2p space couples in both directions at first order and the EOM-CCSD error appears at second order. A reference other than HF adds a one-body term to $V$, so $T_1$ becomes first order and the diagram list changes; $G_0W_0$ then depends on the starting point through both its orbitals and its orbital energies. If a gap $\Delta_\mu$ closes or the RPA is unstable, $t$ and $L$ are not defined by the stable branch used in (2).

## Values computed for the example and the checks

```
HCl 6-31G, R = 2.41 bohr, active occ = 4, vir = 6, step in lam = 0.07
E(HF) = -460.036938 Eh
eps HOMO = -0.479394 Eh
eps LUMO = +0.160483 Eh
w2 direct 2h1p = +0.073769 Eh
w2 direct 2p1h = -0.014424 Eh
w2 exchange 2h1p = -0.017216 Eh
w2 exchange 2p1h = +0.004820 Eh
w2 exact (determinants) = +0.046949 Eh
w2 EOM-CCSD (numerical) = +0.046949 Eh
w2 G0W0 (numerical) = +0.059344 Eh
T_h = -0.029431 Eh
T_p = +0.002673 Eh
B_h = -0.014745 Eh
B_p = +0.002581 Eh
missing rings B_h+B_p = -0.012164 Eh
six orderings = -0.051085 Eh
four orderings = -0.038922 Eh
w3 G0W0 (numerical) = -0.051084 Eh
w3 G0W0-TDA (numerical) = -0.026758 Eh
model w2 exact = +0.059346 Eh
model w2 EOM-CCSD = +0.059340 Eh
model w3 exact = -0.051085 Eh
model w3 EOM-CCSD = -0.038915 Eh
C_pp = +0.001575 Eh
C_hh = -0.023847 Eh
D_p = -0.002401 Eh
D_h = +0.025418 Eh
C_a = -0.000927 Eh
C_b = +0.002208 Eh
D_a = -0.005673 Eh
D_b = -0.002359 Eh
A_ov = -0.003172 Eh
A_oo = -0.016467 Eh
A_vv = +0.015851 Eh
10 kept diagrams = -0.009177 Eh
8 missing diagrams = -0.010537 Eh
w3 EOM-CCSD (numerical) = -0.009177 Eh
w3 exact (determinants) = -0.019714 Eh
EOM w3 beyond direct rings = +0.029745 Eh
missing beyond direct rings = +0.001626 Eh
boson: one-boson truncation = +0.047615 Eh
boson: two-boson path = -0.005778 Eh
boson: GW hole branch = +0.041837 Eh
missing rings B_h+B_p = -0.3310 eV; all missing = -0.2867 eV
IP Koopmans = 0.47939 Eh = 13.045 eV
IP G0W0-TDA@HF = 0.43997 Eh = 11.972 eV
IP G0W0@HF = 0.44822 Eh = 12.197 eV
IP IP-EOM-CCSD = 0.44365 Eh = 12.072 eV
IP FCI = 0.44951 Eh = 12.232 eV
```
